# Maximum Entropy Continuation in Bryan's Singular Space: a program that tests the result

```python
# Maximum entropy continuation in Bryan's singular space (energies in t, hbar = kB = 1).
# G_l = sum_i K_li a_i + noise(C), K = exp(-tau w)/(1+exp(-beta w)), a_i = A(w_i) dw.
# Q = al*S - chi2/2, S = sum[a - m - a ln(a/m)], m = default weights, C = L L^T.
# Whitened kernel Kt = L^-1 K = V diag(sv) U^T, B = U diag(sv), D = diag(a).
# Under test: the maximizer is a = m exp(B w), w minimizing the convex
# F = al|w|^2/2 + sum m exp(Bw) - w.V^T L^-1 G, Hessian al + Lam, Lam = B^T D B;
# Bryan's step (al + M T) du = -(al u + g) is the same step; derivatives in al;
# log evidence Lev = Q + (1/2) sum ln(al/(al+lam)), Ng = sum lam/(al+lam);
# response to the default model al/(al+lam); truncation bound.
import numpy as np
from scipy.linalg import solve_triangular
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad

rng = np.random.default_rng(7)
beta, sig, xi, Nt, Nw = 10.0, 1e-3, 0.5, 41, 161
tau = np.linspace(0, beta, Nt); om = np.linspace(-8, 8, Nw); dw = om[1] - om[0]
kern = lambda t, w: np.exp(-t*w - np.logaddexp(0, -beta*w))
peaks = [(0.35, -2.0, 0.6), (0.2, 0.0, 0.25), (0.45, 2.5, 0.7)]
Atrue = lambda w: sum(p*np.exp(-(w-c)**2/(2*s*s))/(s*np.sqrt(2*np.pi)) for p, c, s in peaks)
K = kern(tau[:, None], om[None, :]); atrue = Atrue(om)*dw
C = sig**2*np.exp(-abs(tau[:, None] - tau[None, :])/xi)
Lc = np.linalg.cholesky(C); Cinv = np.linalg.inv(C)
G0 = K@atrue; G = G0 + Lc@rng.standard_normal(Nt)
assert abs(quad(lambda w: kern(beta/2, w)*Atrue(w), -8, 8, points=[-2, 0, 2.5])[0] - G0[Nt//2]) < 1e-7
white = lambda y: solve_triangular(Lc, y, lower=True)
V, sv, Ut = np.linalg.svd(white(K), full_matrices=False); B = Ut.T*sv
gp0 = V.T@white(G)
gauss = lambda s: np.exp(-om**2/(2*s*s))/np.exp(-om**2/(2*s*s)).sum()
m0 = gauss(2.0); i0, i25 = 80, 105
entropy = lambda m, x: np.sum(m*(np.expm1(x) - x*np.exp(x)))
chi2 = lambda a, Gd=G: (K@a - Gd)@Cinv@(K@a - Gd)

def step(al, m, Bm, gp, w):
    a = m*np.exp(Bm@w); g = al*w + Bm.T@a - gp
    d = -np.linalg.solve(al*np.eye(len(w)) + (Bm.T*a)@Bm, g)
    return d, -g@d

def newton(al, m, Bm, gp, w, hist=None):
    def F(v):
        with np.errstate(over='ignore'):
            return 0.5*al*v@v + np.sum(m*np.exp(Bm@v)) - v@gp
    for it in range(500):
        if hist is not None: hist.append(w)
        d, dec = step(al, m, Bm, gp, w); t = 1.0
        if dec > 1e-6:
            f0 = F(w)
            while not F(w + t*d) <= f0 - 1e-4*t*dec and t > 1e-14: t /= 2
        w = w + t*d
        if abs(dec) < 1e-16: return w
    raise AssertionError("Newton did not converge")

def ladder(al, m, Bm, gp):
    w = np.zeros(Bm.shape[1])
    for b in np.geomspace(1e8, al, 30): w = newton(b, m, Bm, gp, w)
    return w

def fit(al, m, w, Gd=G):
    w = newton(al, m, B, V.T@white(Gd), w); x = B@w; a = m*np.exp(x)
    lam = np.linalg.svd(np.sqrt(a)[:, None]*B, compute_uv=False)**2
    S, c = entropy(m, x), chi2(a, Gd); Q = al*S - c/2
    H = al*np.eye(Nt) + (B.T*a)@B; Hw = np.linalg.solve(H, w)
    corr = -0.5*al*np.trace(np.linalg.solve(H, (B.T*(-a*(B@Hw)))@B))
    return dict(al=al, w=w, x=x, a=a, lam=lam, S=S, c=c, Q=Q, Ng=np.sum(lam/(al+lam)),
                L=Q - 0.5*np.sum(np.log1p(lam/al)), dc=2*al*(w@w - al*w@Hw), corr=corr)

def classic(m, Gd=G):
    f = lambda r: -2*r['al']*r['S'] - r['Ng']
    l = np.log(1e8); r = fit(1e8, m, np.zeros(Nt), Gd); assert f(r) > 0
    while f(r) > 0:
        l -= 0.6; assert l > -6; r = fit(np.exp(l), m, r['w'], Gd)
    lr = brentq(lambda z: f(fit(np.exp(z), m, r['w'], Gd)), l, l + 0.6, xtol=1e-9)
    return fit(np.exp(lr), m, r['w'], Gd)

def row(name, r):
    a = r['a']
    print(f"{name}: al={r['al']:.4g} chi2={chi2(a):.2f} Ng={r['Ng']:.2f} A(0)={a[i0]/dw:.4f}/t "
          f"A(2.5t)={a[i25]/dw:.4f}/t L1err={abs(a-atrue).sum():.4f}")

print(f"beta={beta} /t, sigma={sig}, xi={xi} /t, Ntau={Nt}, Nw={Nw}, dw={dw:.2f} t, range [{om[0]},{om[-1]}] t")
print("peaks (weight, centre/t, width/t):", peaks)
print(f"true A(0)={atrue[i0]/dw:.4f}/t A(2.5t)={atrue[i25]/dw:.4f}/t; exact G(beta/2)={G0[20]:.5f}, noisy {G[20]:.5f}")
print(f"chi2(true)={chi2(atrue):.2f}, chi2(default, Gaussian width 2t)={chi2(m0):.5g}")
rank = int(np.sum(sv > 1e-12*sv[0]))
print("singular values k=1,5,10,15,20:", " ".join(f"{sv[k-1]:.3g}" for k in (1, 5, 10, 15, 20)), "; count above 1e-12 sv1:", rank)
rc = classic(m0); al, a, w, x = rc['al'], rc['a'], rc['w'], rc['x']

# maximization over all Nw weights, no SVD, random restarts outside the singular space
Hf = K.T@Cinv@K
def fullspace(b, y):
    Qf = lambda z: b*entropy(m0, z) - chi2(m0*np.exp(z))/2
    for it in range(400):
        aa = m0*np.exp(y); g = b*y + K.T@(Cinv@(K@aa - G))
        d = -np.linalg.solve(b*np.eye(Nw) + Hf*aa, g); dec = -g@(aa*d)
        t = min(1.0, 0.9/max(-d.min(), 1e-300))
        if dec > 1e-6:
            q0 = Qf(y)
            while Qf(y + np.log1p(t*d)) < q0 + 1e-4*t*dec and t > 1e-14: t /= 2
        y = y + np.log1p(t*d)
        if abs(d).max() < 1e-7: return y
    raise AssertionError("full-space search did not converge")
xf = np.zeros(Nw)
for b in np.geomspace(1e6, al, 12): xf = fullspace(b, xf + 0.3*rng.standard_normal(Nw))
perp = lambda y: np.linalg.norm(y - Ut[:rank].T@(Ut[:rank]@y))/np.linalg.norm(y)
assert abs(xf - x).max() < 1e-5 and perp(xf) < 1e-6 and perp(np.log(atrue/m0)) > 1e-4
print(f"full space vs Bryan: max|d ln a|={abs(xf-x).max():.1e}; share outside singular space {perp(xf):.1e} (true spectrum {perp(np.log(atrue/m0)):.1e})")
for k in range(20):
    z = x + 1e-3*rng.standard_normal(Nw)
    assert al*entropy(m0, z) - chi2(m0*np.exp(z))/2 < rc['Q']

# Bryan's original equations from the SVD of the unwhitened kernel
V0, s0, U0t = np.linalg.svd(K, full_matrices=False); U0 = U0t.T
M = (s0[:, None]*V0.T)@Cinv@(V0*s0)
res = lambda u: al*u + s0*(V0.T@(Cinv@(K@(m0*np.exp(U0@u)) - G)))
r3 = fit(3*al, m0, w); u3 = U0t@r3['x']; J = al*np.eye(Nt) + M@((U0t*r3['a'])@U0)
dirn = rng.standard_normal(Nt); jc = res(u3 + 1e-20j*dirn).imag/1e-20
assert np.linalg.norm(jc - J@dirn) < 1e-9*np.linalg.norm(jc)
dxB = U0@np.linalg.solve(J, -res(u3)); dxF = B@step(al, m0, B, gp0, r3['w'])[0]
assert np.linalg.norm(dxB - dxF) < 1e-5*np.linalg.norm(dxF)
MT = M@((U0t*a)@U0); lf = np.linalg.eigvalsh(np.sqrt(a)[:, None]*Hf*np.sqrt(a))
assert abs(np.trace(MT@np.linalg.inv(al*np.eye(Nt) + MT)) - rc['Ng']) < 1e-4
assert abs(np.sum(lf/(al+lf)) - rc['Ng']) < 1e-5
err = lambda v: np.linalg.norm(np.sqrt(a)*(B@(v - w)))
def after(e):
    v = w + e*(r3['w'] - w); return err(v + step(al, m0, B, gp0, v)[0])
ratio = after(0.01)/after(0.005); assert abs(ratio - 4) < 0.3
hist = []; newton(al, m0, B, gp0, r3['w'], hist)
print("Newton error |sqrt(a) d ln a| from the 3*al solution:", " ".join(f"{err(v):.1e}" for v in hist))
print(f"error ratio after one step when the start error is halved: {ratio:.3f}")
print("lam k=1,3,5,7,9,11:", " ".join(f"{rc['lam'][k-1]:.3g}" for k in (1, 3, 5, 7, 9, 11)))

# derivatives with respect to al
h = 1e-3; rp, rm = fit(al*np.exp(h), m0, w), fit(al*np.exp(-h), m0, w); da = rp['al'] - rm['al']
assert abs(rc['c'] - al**2*w@w) < 1e-7*rc['c']
assert abs((rp['Q'] - rm['Q'])/da/rc['S'] - 1) < 1e-4
assert abs((rp['c'] - rm['c'])/da/rc['dc'] - 1) < 1e-4
dL = lambda r: r['al']*r['S'] + r['Ng']/2 + r['corr']
assert abs((rp['L'] - rm['L'])/(2*h) - dL(rc)) < 1e-4
print(f"classic: S={rc['S']:.4f}, -2 al S={-2*al*rc['S']:.3f}, dchi2/dal={rc['dc']:.4f}, dropped term={rc['corr']:.4f}")

# Gaussian approximation against quadrature
def znorm(z):
    f = lambda s: 2*np.exp(z*(s*s - 1 - s*s*np.log(s*s)))
    o = dict(epsabs=1e-13, epsrel=1e-11, limit=200)
    return np.sqrt(z/(2*np.pi))*(quad(f, 0, 1, **o)[0] + quad(f, 1, 1 + 12/np.sqrt(z), **o)[0])
assert abs((znorm(200.) - 1)*12*200 - 1) < 0.02
zex = al*m0.max()
print(f"prior norm / Gaussian value: {znorm(200.):.6f} at al*m=200, {znorm(zex):.4f} at the example's largest al*m={zex:.3f}")
b2, m2, k2, g2 = 200., np.array([0.5, 0.5]), np.array([1.0, 0.3])/0.05, 0.75/0.05
w2 = newton(b2, m2, k2[:, None], np.array([g2]), np.zeros(1)); a2 = m2*np.exp(k2*w2[0])
L2 = b2*entropy(m2, k2*w2[0]) - (k2@a2 - g2)**2/2 - 0.5*np.log1p(a2@k2**2/b2)
y = np.linspace(0.3, 1.15, 701)**2; pr = np.exp(b2*(y - 0.5 - y*np.log(y/0.5)))
ev = np.log(pr@np.exp(-(k2[0]*y[:, None] + k2[1]*y[None, :] - g2)**2/2)@pr/pr.sum()**2)
assert abs(ev - L2) < 5e-3
print(f"two-bin log evidence: quadrature {ev:.5f}, Gaussian formula {L2:.5f}")

# scan in al and the rules
ln = np.log(np.geomspace(1e8, 1e-2, 101)); sc = []; wv = np.zeros(Nt)
for l in ln:
    sc.append(fit(np.exp(l), m0, wv)); wv = sc[-1]['w']
cs = np.array([r['c'] for r in sc]); Ls = np.array([r['L'] for r in sc])
assert np.all(np.diff(cs) < 0)
for j in (0, 30, 50, 60, 70, 80, 100):
    print(f"scan al={sc[j]['al']:.3g}: chi2={cs[j]:.5g} Ng={sc[j]['Ng']:.2f} Lev={Ls[j]:.5g} L1err={abs(sc[j]['a']-atrue).sum():.3f}")
if cs[-1] < Nt:
    j = int(np.argmax(cs < Nt))
    rh = fit(np.exp(brentq(lambda z: fit(np.exp(z), m0, sc[j]['w'])['c'] - Nt, ln[j], ln[j-1], xtol=1e-9)), m0, sc[j]['w'])
    assert (rh['al'] > al) == (rc['c'] < Nt); row("historic", rh)
else:
    print("historic: no root in the scanned range")
slope = lambda r: r['al']*r['dc']/r['c']
sl = np.array([slope(r) for r in sc]); j = 1 + int(np.argmax((np.gradient(sl, ln)/(1 + sl**2)**1.5)[1:-1]))
def curv(z):
    p = [slope(fit(np.exp(z + e), m0, sc[j]['w'])) for e in (-0.01, 0, 0.01)]
    return (p[2] - p[0])/0.02/(1 + p[1]**2)**1.5
zk = minimize_scalar(lambda z: -curv(z), bounds=(ln[j+1], ln[j-1]), method='bounded', options=dict(xatol=1e-4)).x
row("kink", fit(np.exp(zk), m0, sc[j]['w'])); row("classic", rc)
j = int(np.argmax(Ls)); assert 0 < j < len(ln) - 1
zm = minimize_scalar(lambda z: -fit(np.exp(z), m0, sc[j]['w'])['L'], bounds=(ln[j+1], ln[j-1]), method='bounded', options=dict(xatol=1e-6)).x
rx = fit(np.exp(zm), m0, sc[j]['w']); assert abs(dL(rx)) < 1e-3; row("max of Lev", rx)
P = np.exp(Ls - Ls.max()); As = np.array([r['a'] for r in sc]); abar = P@As/P.sum()
assert P[0] < 1e-3 and P[-1] < 1e-3 and abs(P[::2]@As[::2]/P[::2].sum() - abar).sum() < 1e-3
lm = P@ln/P.sum()
row("Bryan average (al=exp<ln al>, Ng=<Ng>)", dict(a=abar, al=np.exp(lm), Ng=P@np.array([r['Ng'] for r in sc])/P.sum()))
rinf = fit(1e13, m0, np.zeros(Nt)); assert abs(rinf['L']/(-chi2(m0)/2) - 1) < 1e-4
print(f"posterior width in ln al={np.sqrt(P@(ln-lm)**2/P.sum()):.3f}; Lev max={rx['L']:.3f}, Lev(al=1e13)={rinf['L']:.5g}")
st = np.array([[r['al'], r['c'], r['Ng']] for r in (classic(m0, G0 + Lc@rng.standard_normal(Nt)) for k in range(20))])
assert st[:, 1].mean() < Nt
print(f"20 noise draws, classic: al={st[:,0].mean():.3g}+-{st[:,0].std():.2g}, chi2={st[:,1].mean():.1f}+-{st[:,1].std():.1f}, "
      f"<chi2+Ng>={(st[:,1]+st[:,2]).mean():.1f}, chi2<Ntau in {int((st[:,1]<Nt).sum())}")

# dependence on the default model
sol = lambda m, gp=gp0: m*np.exp(B@newton(al, m, B, gp, w))
resp = lambda p, e=1e-4: (sol(m0*np.exp(e*p)) - sol(m0*np.exp(-e*p)))/(2*e)
sa = np.sqrt(a); p = np.sin(3*om)
pred = sa*(al*np.linalg.solve(al*np.eye(Nw) + sa[:, None]*Hf*sa, sa*p))
assert abs(resp(p) - pred).sum() < 1e-5*abs(pred).sum()
E, sb, Wt = np.linalg.svd(sa[:, None]*B, full_matrices=False)
kc = int(np.argmin(abs(np.log(sb[:20]**2/al))))
for k in (0, kc - 2, kc, kc + 2):
    pk = B@Wt[k]/sb[k]; tr = pk@resp(pk, 1e-4/abs(pk).max()); th = al/(al + sb[k]**2)
    assert abs(tr - th) < 1e-5
    print(f"transmission k={k+1}: lam={sb[k]**2:.4g}, finite difference {tr:.6f}, al/(al+lam)={th:.6f}")
tr = 0.0
for i in range(Nw):
    e = np.zeros(Nw); e[i] = 1e-4
    tr += 1 + B[i]@(newton(al, m0*np.exp(e), B, gp0, w) - newton(al, m0*np.exp(-e), B, gp0, w))/2e-4
assert abs(tr - (Nw - rc['Ng'])) < 1e-4
print(f"sum_i dln a_i/dln m_i={tr:.4f}, Nw-Ng={Nw-rc['Ng']:.4f}")
d1 = abs(sol(m0*np.exp(0.3*p)) - a).sum(); bd = a.sum()*np.expm1(0.3*abs(p).max()); assert d1 <= bd
print(f"m -> m exp(0.3 sin(3w/t)): L1 change {d1:.4f}, bound {bd:.4f}")
yv = np.zeros(Nt); yv[4] = 2.0; aM = sol(m0*np.exp(K.T@yv)); aG = sol(m0, V.T@white(G + al*C@yv))
assert abs(aM - aG).sum() < 1e-8 < 1e-2*abs(aM - a).sum()
print(f"m -> m exp(2K(tau={tau[4]:.1f}/t,w)): largest equivalent data shift {abs(al*C@yv).max()/sig:.4f} sigma, L1 change {abs(aM-a).sum():.2e}")
models = {"Gaussian 2t": m0, "Gaussian 3t": gauss(3.0), "flat": np.ones(Nw)/Nw}; rs = {}
for name, mm in models.items():
    rs[name] = r = classic(mm); row("model " + name, r)
    print(f"   Lev={r['L']:.2f} norm={r['a'].sum():.5f} <w>={r['a']@om:.4f} t <w^2>={r['a']@om**2:.3f} t^2 G(beta/2)={(K@r['a'])[20]:.5f}")
print(f"   true: norm={atrue.sum():.5f} <w>={atrue@om:.4f} t <w^2>={atrue@om**2:.3f} t^2")
dm = rs["flat"]['a'] - a; assert abs(dm).sum() > 5*abs(K@dm).max()
print(f"flat vs Gaussian 2t: L1 distance {abs(dm).sum():.4f}, max|dG|={abs(K@dm).max():.2e}")

# truncation of the singular space
es = []
for s in (4, 8, 12, 16, 20, 24):
    at = m0*np.exp(B[:, :s]@ladder(al, m0, B[:, :s], gp0[:s])); es.append(abs(at - a).sum())
    ex, ep = abs(B[:, s:]@w[s:]).max(), sv[s]*np.sqrt(rc['c'])/al
    assert ex <= ep and es[-1] <= a.sum()*np.expm1(min(ex, 50.)) + 1e-9
    print(f"s={s}: sv_(s+1)={sv[s]:.3g}, bound on eps={ep:.3g}, actual eps={ex:.3g}, L1 change={es[-1]:.2e}")
assert es[0] > 1e-3 and es[-1] < 1e-3*es[0]
mp = m0*np.exp(B[:, 10:]@w[10:]); a10 = mp*np.exp(B[:, :10]@ladder(al, mp, B[:, :10], gp0[:10]))
assert abs(a10 - a).sum() < 1e-8
print("tests ok")
```

Output:

```
beta=10.0 /t, sigma=0.001, xi=0.5 /t, Ntau=41, Nw=161, dw=0.10 t, range [-8.0,8.0] t
peaks (weight, centre/t, width/t): [(0.35, -2.0, 0.6), (0.2, 0.0, 0.25), (0.45, 2.5, 0.7)]
true A(0)=0.3205/t A(2.5t)=0.2565/t; exact G(beta/2)=0.06829, noisy 0.06545
chi2(true)=32.53, chi2(default, Gaussian width 2t)=10911
singular values k=1,5,10,15,20: 9.24e+03 1.68e+03 66.4 0.983 0.00565 ; count above 1e-12 sv1: 29
full space vs Bryan: max|d ln a|=9.3e-13; share outside singular space 3.4e-12 (true spectrum 2.0e-03)
Newton error |sqrt(a) d ln a| from the 3*al solution: 1.5e-01 1.7e-02 3.3e-04 1.6e-07 4.2e-14
error ratio after one step when the start error is halved: 4.001
lam k=1,3,5,7,9,11: 5.91e+05 1.91e+05 8.29e+03 589 23 0.702
classic: S=-0.3183, -2 al S=8.772, dchi2/dal=0.1016, dropped term=-0.2306
prior norm / Gaussian value: 1.000419 at al*m=200, 0.8062 at the example's largest al*m=0.275
two-bin log evidence: quadrature -1.33426, Gaussian formula -1.33419
scan al=1e+08: chi2=10860 Ng=0.01 Lev=-5442.5 L1err=0.706
scan al=1e+05: chi2=3462.3 Ng=2.80 Lev=-2624.6 L1err=0.667
scan al=1e+03: chi2=110.12 Ng=6.43 Lev=-202.47 L1err=0.398
scan al=100: chi2=29.306 Ng=7.76 Lev=-59.115 L1err=0.260
scan al=10: chi2=22.014 Ng=8.94 Lev=-44.449 L1err=0.135
scan al=1: chi2=20.656 Ng=10.53 Lev=-52.647 L1err=0.424
scan al=0.01: chi2=20.156 Ng=11.23 Lev=-70.837 L1err=1.467
historic: al=243.9 chi2=41.00 Ng=7.26 A(0)=0.4313/t A(2.5t)=0.2006/t L1err=0.3171
kink: al=186.1 chi2=36.08 Ng=7.41 A(0)=0.4349/t A(2.5t)=0.2073/t L1err=0.3010
classic: al=13.78 chi2=22.41 Ng=8.77 A(0)=0.3462/t A(2.5t)=0.2841/t L1err=0.1380
max of Lev: al=12.99 chi2=22.32 Ng=8.80 A(0)=0.3428/t A(2.5t)=0.2860/t L1err=0.1371
Bryan average (al=exp<ln al>, Ng=<Ng>): al=11.93 chi2=22.26 Ng=8.86 A(0)=0.3372/t A(2.5t)=0.2888/t L1err=0.1375
posterior width in ln al=0.513; Lev max=-44.325, Lev(al=1e13)=-5455.3
20 noise draws, classic: al=13.9+-2.2, chi2=32.6+-8.7, <chi2+Ng>=41.4, chi2<Ntau in 18
transmission k=1: lam=5.905e+05, finite difference 0.000023, al/(al+lam)=0.000023
transmission k=7: lam=588.8, finite difference 0.022869, al/(al+lam)=0.022869
transmission k=9: lam=22.99, finite difference 0.374752, al/(al+lam)=0.374752
transmission k=11: lam=0.702, finite difference 0.951527, al/(al+lam)=0.951527
sum_i dln a_i/dln m_i=152.2279, Nw-Ng=152.2279
m -> m exp(0.3 sin(3w/t)): L1 change 0.1302, bound 0.3498
m -> m exp(2K(tau=1.0/t,w)): largest equivalent data shift 0.0276 sigma, L1 change 7.84e-04
model Gaussian 2t: al=13.78 chi2=22.41 Ng=8.77 A(0)=0.3462/t A(2.5t)=0.2841/t L1err=0.1380
   Lev=-44.33 norm=0.99994 <w>=0.4169 t <w^2>=4.614 t^2 G(beta/2)=0.06710
model Gaussian 3t: al=11.08 chi2=22.23 Ng=8.94 A(0)=0.3341/t A(2.5t)=0.2900/t L1err=0.1394
   Lev=-45.32 norm=0.99994 <w>=0.4168 t <w^2>=4.615 t^2 G(beta/2)=0.06708
model flat: al=4.912 chi2=21.48 Ng=9.50 A(0)=0.2828/t A(2.5t)=0.3190/t L1err=0.1664
   Lev=-48.97 norm=0.99995 <w>=0.4161 t <w^2>=4.588 t^2 G(beta/2)=0.06699
   true: norm=1.00000 <w>=0.4250 t <w^2>=4.571 t^2
flat vs Gaussian 2t: L1 distance 0.1255, max|dG|=2.06e-04
s=4: sv_(s+1)=1.68e+03, bound on eps=578, actual eps=2.85, L1 change=6.48e-01
s=8: sv_(s+1)=138, bound on eps=47.4, actual eps=1.23, L1 change=2.52e-01
s=12: sv_(s+1)=5.93, bound on eps=2.04, actual eps=0.0661, L1 change=1.91e-02
s=16: sv_(s+1)=0.14, bound on eps=0.0482, actual eps=0.00241, L1 change=7.47e-04
s=20: sv_(s+1)=0.00178, bound on eps=0.000612, actual eps=4.46e-06, L1 change=2.13e-06
s=24: sv_(s+1)=1.15e-05, bound on eps=3.94e-06, actual eps=1.96e-07, L1 change=5.71e-08
tests ok
```
